\section*{The First Flight and the Collision Density of Undeflected Ions}

\section*{Problem}

A Monte Carlo calculation follows ions into a homogeneous, structureless target that fills $z>0$. Each ion crosses the surface $z=0$ and moves in a straight line at an angle $\theta<90^\circ$ to the inward normal. Its first collision comes after a path length $s_1$, and each later collision follows the previous one after the fixed path length $\lambda$. The first flight $s_1$ is drawn anew for every ion from a probability density $f(s)$, with $f(s)=0$ for $s<0$. Ions lose energy, but $\lambda$ does not depend on energy, and no ion stops within the depths considered.

Let $\rho(s)$ be the mean collision density per unit path: the mean number of collisions per ion between path lengths $a$ and $b$ is $\int_a^b\rho(s)\,ds$. The mean is over ions.

\begin{enumerate}
\item[(a)] Express $\rho(s)$ through $f$, and convert it to a density per unit depth.
\item[(b)] Let $f$ be uniform on $(0,\lambda)$. Show that the mean collision density does not depend on depth, and find its value.
\item[(c)] Find every $f$ for which the density is constant from the surface onwards.
\item[(d)] For the law in (b), find the mean and the variance of the number of collisions of one ion in a depth window of length $L$.
\item[(e)] Boron ions of 100~keV enter amorphous silicon with a bare surface at $\theta=7^\circ$. Take the atomic density as $N=5.0\times10^{22}$~cm$^{-3}$, a rough value, and $\lambda=N^{-1/3}$. Evaluate (b) and (d) for $L=1$~nm, and judge the neglect of deflection and of energy loss down to 10~nm.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Collision number $n$ lies at $s_1+(n-1)\lambda$. The mean of a sum is the sum of the means, whether or not the terms are independent.
\item[(b)] Sketch the density of each collision separately, on one common axis.
\item[(c)] Divide the path into cells of length $\lambda$. In the first cell only one term of the sum can contribute. Then move on one cell at a time.
\item[(d)] Ask how far beyond the front edge of the window the next collision lies.
\item[(e)] Deflection matters through the direction cosine, energy loss through its size relative to the initial energy.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Density for a general first flight}

Collision $n$ occurs at path length $s_1+(n-1)\lambda$. It lies at $s$ when $s_1=s-(n-1)\lambda$, so its position has the probability density $f(s-(n-1)\lambda)$. The number of collisions in an interval is a sum over $n$ of indicators, each 1 if collision $n$ lies in the interval and 0 otherwise. The mean of an indicator is the probability of its event. Adding these means gives
\begin{equation}
\rho(s)=\sum_{n=1}^{\infty} f\bigl(s-(n-1)\lambda\bigr).
\label{eq:sum}
\end{equation}
For any finite $s$ the sum is finite, because $f$ vanishes for negative argument.

Depth and path are related by $z=s\cos\theta$. The same collisions are counted in $ds$ and in $dz=\cos\theta\,ds$, so the density per unit depth is
\begin{equation}
\rho_z(z)=\rho(s)\,\frac{ds}{dz}=\frac{\rho(z/\cos\theta)}{\cos\theta}.
\label{eq:depth}
\end{equation}

\subsection*{(b) Uniform first flight}

Now $f(s)=1/\lambda$ for $0<s<\lambda$ and zero elsewhere. The $n$-th term of (\ref{eq:sum}) equals $1/\lambda$ when
\begin{equation}
0<s-(n-1)\lambda<\lambda
\quad\Longleftrightarrow\quad
(n-1)\lambda<s<n\lambda ,
\end{equation}
and is zero otherwise. These intervals do not overlap, and together they cover the half line $s>0$ apart from isolated end points, which carry no probability. At each $s$ exactly one term contributes, and it contributes $1/\lambda$. Hence, with $d=\lambda\cos\theta$,
\begin{equation}
\rho(s)=\frac1\lambda,\qquad
\rho_z(z)=\frac{1}{\lambda\cos\theta}=\frac1d
\qquad\text{for all } z>0 .
\label{eq:flat}
\end{equation}

The first collision supplies the whole density in the first layer of thickness $d$, the second collision that in the second layer, and so on. Randomizing the first flight gives each ion its own phase relative to the surface. The later flights carry that phase inwards unchanged, so the collision positions need no further random numbers.

If instead every first flight equals $\lambda$, all ions collide at the same depths $d,2d,3d,\dots$, and the density is a row of spikes with nothing between them. The constancy in (\ref{eq:flat}) also needs a constant $\lambda$ and ions that are still moving. Where some ions have stopped, the density per incident ion is lower.

\subsection*{(c) Which first-flight laws give a constant density?}

Suppose $\rho(s)=c$ for all $s>0$. For $0<s<\lambda$ only the term $n=1$ of (\ref{eq:sum}) has a positive argument, so
\begin{equation}
f(s)=c,\qquad 0<s<\lambda .
\end{equation}
For $\lambda<s<2\lambda$ two terms survive:
\begin{equation}
f(s)+f(s-\lambda)=c .
\end{equation}
Here $s-\lambda$ lies in the first cell, where $f=c$, and therefore $f(s)=0$. In each later cell the sum contains $f(s)$, one value from the first cell, equal to $c$, and values from intermediate cells already shown to be zero. So $f(s)=0$ there too. Normalization fixes the constant:
\begin{equation}
1=\int_0^\infty f(s)\,ds=c\lambda
\quad\Longrightarrow\quad c=\frac1\lambda .
\end{equation}
The uniform law on $(0,\lambda)$ is thus the only solution, apart from changes at points of zero total length. Two other laws show what goes wrong.

\emph{The right mean flight is not enough.} Take the symmetric triangular density on $(0,\lambda)$, with $f(s)=4s/\lambda^2$ for $s<\lambda/2$ and its mirror image above. Its mean is $\lambda/2$, as for the uniform law. The probability of the middle third is
\begin{equation}
1-2\int_0^{\lambda/3}\frac{4s}{\lambda^2}\,ds
=1-2\cdot\frac{2}{9}=\frac59 ,
\end{equation}
where a flat density would give $1/3$. By (\ref{eq:sum}) the same pattern repeats in every cell and never fades. Direct sampling gives 0.555 for the middle third of the eighth cell.

\emph{A wider uniform law fails at the surface.} Let $f=1/(2\lambda)$ on $(0,2\lambda)$. In the first cell one term contributes and $\rho=1/(2\lambda)$. In every later cell two terms contribute and $\rho=1/\lambda$. The density is right everywhere except in the first cell, where it is half of what it should be.

\subsection*{(d) Fluctuations in a window}

Consider the depth window from $a\ge0$ to $a+L$. The collision depths are $z_1+jd$ with $j=0,1,2,\dots$, and $z_1=s_1\cos\theta$ is uniform on $(0,d)$. Let $v$ be the distance from $a$ to the next collision. It is $z_1-a$ reduced by whole multiples of $d$ to the range $(0,d)$. Shifting a uniform variable and folding it back into an interval of the same length leaves it uniform, so $v$ is uniform on $(0,d)$.

Write $L/d=k+r$ with $k$ an integer and $0\le r<1$. The collisions in the window are those with $v+jd<kd+rd$.
\begin{itemize}
\item For $j\le k-1$ this holds for every $v$, because $v+(k-1)d<kd$.
\item For $j=k$ it holds when $v<rd$, which has probability $r$.
\item For $j\ge k+1$ it never holds, because $r<1$.
\end{itemize}
The count $n_L$ is therefore $k+1$ with probability $r$ and $k$ with probability $1-r$. Its mean and variance are
\begin{align}
\langle n_L\rangle&=k+r=\frac{L}{d},\\
\operatorname{var}(n_L)&=r(1-r)^2+(1-r)r^2
=r(1-r)\bigl[(1-r)+r\bigr]=r(1-r).
\label{eq:var}
\end{align}
The mean agrees with (\ref{eq:flat}). The variance never exceeds $1/4$, however long the window, and it vanishes when $L$ is a whole multiple of $d$. A constant mean density therefore does not make the collisions of one ion independent: the first collision depth fixes all the others.

\subsection*{(e) Boron in amorphous silicon}

The density is $N=50$~nm$^{-3}$, so
\begin{equation}
\lambda=(50~\text{nm}^{-3})^{-1/3}=0.2714~\text{nm},\qquad
d=\lambda\cos7^\circ=0.2694~\text{nm},
\end{equation}
and the mean collision density is $1/d=3.712$ per nm of depth. A bin 0.1~nm wide should hold 0.371 collisions per ion. The table gives sampled counts per ion for 200\,000 ions under three rules; the last column belongs to the first variation below.

\begin{center}
\begin{tabular}{cccc}
\hline
depth (nm) & $s_1=\lambda$ & $s_1$ uniform & all flights uniform\\
\hline
0.0--0.1 & 0 & 0.370 & 0.448\\
0.1--0.2 & 0 & 0.372 & 0.650\\
0.2--0.3 & 1 & 0.370 & 0.817\\
0.3--0.4 & 0 & 0.372 & 0.708\\
\hline
\end{tabular}
\end{center}

With a uniform first flight, the largest deviation from the prediction among the 100 bins down to 10~nm is 0.0018, less than two standard errors of a single bin. The bins are not independent samples, since one random number per ion fills all of them.

For $L=1$~nm, $L/d=3.712$ gives $k=3$ and $r=0.712$. An ion makes four collisions with probability 0.712 and three otherwise, and the variance is $0.712\times0.288=0.205$.

\emph{Deflection.} To size this effect, each collision is treated as elastic scattering of two atoms in the Ziegler--Biersack--Littmark universal screened potential. The impact parameter is uniform over a disc of radius $p_{\max}=\lambda/\sqrt\pi=0.153$~nm, so that $\pi p_{\max}^2\lambda=\lambda^3=1/N$: each flight sweeps the volume of one atom. At 100~keV the mean of $1-\cos\alpha$, with $\alpha$ the laboratory deflection in one collision, is $1.16\times10^{-4}$. An ion reaches 10~nm after about $10/0.2694\approx37$ collisions, so the mean cosine between its present and initial directions has fallen by about $37\times1.16\times10^{-4}\approx0.4\,\%$. A transport run with these deflections, at constant energy and over 60 flights per ion, raises the collision density between 9 and 10~nm by 0.3 to 0.4\,\%. This figure measures mainly the effect of deflection on the way in, because ions that return from greater depths after more flights are not counted. Returning ions matter more: following the ions until they have slowed down, with the same potential and an electronic loss proportional to velocity, gives a further increase of about 1.7\,\% with the electronic loss estimated below, and about 1.3\,\% if that loss is 30\,\% larger (ions followed down to 50~eV). The total error from neglecting deflection is thus about 2\,\% at this depth. Returning ions also add nearly 1\,\% within the first nanometre. They raise the density simply by crossing the layer again. The increase on the way in is plausible as well: an ion moving inwards with direction cosine $\mu$ makes $1/(\lambda\mu)$ collisions per unit depth, and this grows as its path tilts. Deeper in, deflections accumulate and the straight-line result loses its validity.

\emph{Energy loss.} The mean energy transfer to a silicon atom is 8.39~eV per collision, or $8.39/0.2714=30.9$~eV per nm of path. The Lindhard--Scharff formula, used here as an estimate, gives an electronic loss of 206~eV/nm. Over the path $10~\text{nm}/\cos7^\circ$ the sum is about 2.4~keV, or 2.4\,\% of the initial energy. No ion stops from this mean loss, and $\lambda$ is unaffected. Taking the mean transfer at its initial value, the energy transferred to silicon atoms in collisions, per unit depth, is $8.39~\text{eV}\times3.712~\text{nm}^{-1}\approx31$~eV/nm from the surface onwards. Returning ions are slower and transfer about twice as much per collision, which adds roughly 3\,\%; collisions of the silicon recoils are not counted. With $s_1=\lambda$ for every ion, no such transfer would take place in the first 0.27~nm.

\emph{The real wafer.} Three features of real silicon lie outside the model.
\begin{itemize}
\item In a crystal, rows of atoms can steer ions, and successive impact parameters are then correlated. A row can steer an ion only if the energy of its motion across the row, about $E\psi^2$ at a small angle $\psi$ to the row, stays below the repulsion of the row, whose scale is $2Z_1Z_2e^2/(4\pi\varepsilon_0b)$. This gives a rough critical angle $\sqrt{2Z_1Z_2e^2/(4\pi\varepsilon_0Eb)}$ for a $\langle100\rangle$ row, with $Z_1=5$ and $Z_2=14$ the atomic numbers, $E$ the ion energy and $b=0.543$~nm the rough spacing along the row. Its value is $3.5^\circ$; with the screened potential averaged along the row, the limit depends on how close the ion may come to the row, and it is $3.1^\circ$ to $2.7^\circ$ for a closest approach of 0.011 to 0.014~nm. A tilt of $7^\circ$ from the row exceeds this, but does not exclude steering by atomic planes or after a deflection. The example therefore assumes amorphous material.
\item A native oxide changes $\lambda$. For a rough oxide density of 2.2~g/cm$^3$, $N=6.62\times10^{22}$~cm$^{-3}$ and $1/\lambda$ is 9.8\,\% larger than in silicon. This change in mean density is several times the one from deflection within the first 10~nm, and it is confined to the oxide if the first flight in the silicon, measured from the interface, is again drawn uniformly from $(0,\lambda)$ with the $\lambda$ of silicon.
\item Atoms in amorphous silicon are not met at equal intervals. The small variance in (\ref{eq:var}) belongs to the fixed-spacing rule and is not a prediction for the material.
\end{itemize}

\section*{Variation 1: every flight uniform on $(0,\lambda)$}

\emph{What is the density if all flights, not just the first, are drawn independently and uniformly from $(0,\lambda)$?}

A collision at $s$ is either the first one or follows an earlier collision at $t$ after a flight $s-t$. For $0<s<\lambda$ every such flight is allowed and has density $1/\lambda$, so
\begin{equation}
\rho(s)=\frac1\lambda+\frac1\lambda\int_0^s\rho(t)\,dt .
\end{equation}
Differentiation gives $\rho'=\rho/\lambda$, and setting $s=0$ gives $\rho(0)=1/\lambda$. Hence
\begin{equation}
\rho(s)=\frac{e^{s/\lambda}}{\lambda},\qquad 0<s<\lambda .
\end{equation}
The density per unit depth rises from $1/d$ at the surface towards $e/d=10.09$ per nm at $z=d$. For the first bin, $e^{0.1/0.2694}-1=0.449$, against 0.448 sampled.

For $s>\lambda$ the first flight cannot reach $s$, and $\rho(s)$ is the average of $\rho$ over the preceding length $\lambda$. It therefore stays below $e/\lambda$. Its long-run value follows from the fact that exactly one flight passes over a given point $s$. That flight began at a collision at $s-t$ and is longer than $t$, which has probability $1-t/\lambda$. Adding over $t$,
\begin{equation}
\int_0^\lambda\rho(s-t)\Bigl(1-\frac t\lambda\Bigr)dt=1,\qquad s>\lambda .
\end{equation}
Average this over a long range of $s$. Since $\rho$ is bounded, the end corrections vanish as the range grows, and the averaged density $\bar\rho$ obeys
\begin{equation}
\bar\rho\int_0^\lambda\Bigl(1-\frac t\lambda\Bigr)dt=\bar\rho\,\frac\lambda2=1
\quad\Longrightarrow\quad \bar\rho=\frac2\lambda .
\end{equation}
In depth this is $2/d=7.423$ per nm; sampling between 2 and 3~nm gives 7.427. The rule spoils the constancy near the surface and doubles the collision density inside, because it halves the mean flight.

\section*{Variation 2: exponential flights}

\emph{Let all flights be independent with density $e^{-s/\lambda}/\lambda$, so that their mean is $\lambda$. Does the first flight need special treatment, and what is the variance of the count?}

Let $p_n$ be the density of the position of collision $n$. Then $p_1=e^{-s/\lambda}/\lambda$, and adding one flight gives
\begin{equation}
p_{n+1}(s)=\int_0^s p_n(t)\,\frac{e^{-(s-t)/\lambda}}{\lambda}\,dt
\quad\Longrightarrow\quad
p_n(s)=\frac{s^{n-1}e^{-s/\lambda}}{\lambda^n(n-1)!},
\end{equation}
by induction, since $\int_0^s t^{n-1}dt=s^n/n$. The sum over $n$ is
\begin{equation}
\rho(s)=\frac{e^{-s/\lambda}}{\lambda}\sum_{n=1}^\infty\frac{(s/\lambda)^{n-1}}{(n-1)!}=\frac1\lambda .
\end{equation}
The density is constant from the surface with no special first flight.

For the count in a window, note that an exponential flight known to exceed some length has a remainder with the same exponential law. Every window is therefore equivalent to one starting at the surface. With $y=L/d$ and path length $\ell=L/\cos\theta=y\lambda$, exactly $n\ge1$ collisions occur if collision $n$ lies at some $s<\ell$ and the next flight exceeds $\ell-s$:
\begin{equation}
P_n=\int_0^{\ell}p_n(s)\,e^{-(\ell-s)/\lambda}\,ds=\frac{y^n e^{-y}}{n!},
\end{equation}
and $P_0=e^{-y}$ fits the same formula. Summation gives $\langle n\rangle=y$ and $\langle n(n-1)\rangle=y^2$, so the variance is $y^2+y-y^2=y$. For the 1~nm window this is 3.71, the value also found by sampling, against 0.205 for fixed spacing. The two rules share the same constant mean density and differ in how regularly each ion collides.

\section*{Computed results}
\begin{verbatim}
Atomic density (rough input): 5.00e+22 cm^-3
Boron energy: 100 keV; tilt: 7 deg
Fixed flight length lambda: 0.2714 nm
Depth step d = lambda cos(tilt): 0.2694 nm
Predicted collision density 1/d: 3.7117 per nm
Ions sampled: 200000
Predicted count in a 0.1 nm bin: 0.3712
Standard error of a bin count: 0.0011
Largest deviation in 100 bins to 10 nm: 0.0018
Counts per ion: first=lambda | first uniform | all uniform
  0.0-0.1 nm: 0.000 | 0.370 | 0.448
  0.1-0.2 nm: 0.000 | 0.372 | 0.650
  0.2-0.3 nm: 1.000 | 0.370 | 0.817
  0.3-0.4 nm: 0.000 | 0.372 | 0.708
  0.4-0.5 nm: 0.000 | 0.371 | 0.757
  0.5-0.6 nm: 1.000 | 0.371 | 0.735
All uniform, formula peak density e/d: 10.089 per nm
All uniform, sampled density 2-3 nm: 7.427 per nm
All uniform, formula deep density 2/d: 7.423 per nm
Triangular first flight, middle third of cell 8: 0.555 (flat: 0.333)
1 nm window, mean count: 3.712
1 nm window, possible counts: 3 and 4
1 nm window, share of ions with higher count: 0.712
1 nm window, count variance: 0.205
1 nm window, variance for exponential flights: 3.71
Neglected effects:
Largest impact parameter: 0.1531 nm
Mean 1-cos(deflection) per collision: 1.16e-04
Density change by deflection, 9-10 nm: 0.33 +/- 0.03 %
Mean nuclear energy transfer: 8.39 eV per collision
Nuclear energy loss: 30.9 eV/nm
Electronic energy loss (estimate): 206 eV/nm
Energy loss to 10 nm depth: 2.38 keV = 2.4 %
Lattice constant (rough input): 0.543 nm
Crystal <100> channelling critical angle: 3.5 deg
Oxide mass density (rough input): 2.2 g/cm^3
Oxide atomic density: 6.62e+22 cm^-3
Change of 1/lambda in oxide: 9.8 %
\end{verbatim}
